\section*{The density-dependent permittivity potential and its numerical sensitivity in the switching shell, part 2}

A solute sits in a medium whose permittivity $\varepsilon(n)$ depends on the local electron density $n$. We ask where the resulting extra potential $v_\varepsilon$ is large and how numerical errors affect it. Gaussian atomic units are used. The free charge density is $q=q_{\rm ion}-n$, the potential $\phi$ obeys $\nabla\cdot(\varepsilon\nabla\phi)=-4\pi q$, and $\mathbf F=-\nabla\phi$. The electrostatic energy $E=\frac12\int q\phi\,d^3r$ has the functional derivative $-\phi+v_\varepsilon$, with
\begin{equation}
v_\varepsilon=-\frac{\varepsilon'(n)}{8\pi}|\mathbf F|^2 .
\label{eq:recall}
\end{equation}
The functional
\begin{equation}
\mathcal G[\psi;n]=\int q\psi\,d^3r-\frac1{8\pi}\int\varepsilon(n)|\nabla\psi|^2\,d^3r
\label{eq:G}
\end{equation}
is stationary at $\psi=\phi$, where it equals $E$. In Kohn--Sham theory, with orbital energies $\epsilon_i$, orbital kinetic energy $T_s$, and exchange-correlation energy $E_{xc}$ and potential $v_{xc}$, the total energy $T_s+E_{xc}+E$ is
\begin{align}
E_{\rm tot}={}&\sum_i\epsilon_i-\int n v_{xc}\,d^3r+E_{xc}\nonumber\\
&+\frac12\int(q_{\rm ion}+n)\phi\,d^3r-\int n v_\varepsilon\,d^3r .
\label{eq:doublecount}
\end{align}

The switch is $\varepsilon=1+(\varepsilon_b-1)/(1+x)$ with $x=(n/n_0)^{2\beta}$; the nominal surface is where $n=n_0$. In spherical symmetry $F=D/\varepsilon$ and $D=Q(r)/r^2$, where $Q(r)$ is the free charge inside radius $r$, and the Gauss-law energy is $E=\frac12\int_0^\infty Q^2/(\varepsilon r^2)\,dr$.

The example is a cation with a Gaussian core of charge $3$ and width $0.5$ bohr and two electrons of prescribed density $n\propto e^{-\kappa r}$, with $\kappa=2$ bohr$^{-1}$, $\varepsilon_b=80$, $n_0=5\times10^{-4}$ bohr$^{-3}$ and $\beta=1.3$. The observation to be explained is that from the nominal surface inward to the peak of $v_\varepsilon$, $|\varepsilon'|$ falls about a hundredfold, yet $v_\varepsilon$ rises from $0.017$ to $0.237$ hartree.

The derivative was also checked in a two-dimensional grounded box, by adding a density bump of amplitude $\lambda$ and solving the Poisson equation again.

\subsection{Where the potential is large}

\paragraph{Lemma 3 (slopes of the switch).}
\begin{align}
\varepsilon'(n)&=-\frac{(\varepsilon_b-1)\,2\beta x}{n(1+x)^2},
\label{eq:slope}\\
\frac{d}{dn}\frac1\varepsilon&=\frac{(\varepsilon_b-1)\,2\beta x}{n(\varepsilon_b+x)^2}.
\label{eq:inverse}
\end{align}

\emph{Proof.} Since $dx/dn=2\beta x/n$, the chain rule gives (\ref{eq:slope}). Over a common denominator, $\varepsilon=(\varepsilon_b+x)/(1+x)$. Therefore $-\varepsilon'/\varepsilon^2$ is (\ref{eq:slope}) with reversed sign, multiplied by $(1+x)^2/(\varepsilon_b+x)^2$, which is (\ref{eq:inverse}). $\square$

For $n\to0$, equation (\ref{eq:slope}) gives $\varepsilon'\propto-n^{2\beta-1}$. The slope vanishes in the empty solvent if $\beta>1/2$, which is assumed from here on, and diverges if $\beta<1/2$. A density made slightly negative by interpolation or truncation lies outside the domain of the switch, since $n^{2\beta}$ is then not real for a general $\beta$.

Inserting $F=D/\varepsilon$ in (\ref{eq:recall}) gives, for a spherical solute,
\begin{equation}
v_\varepsilon=\frac{D^2}{8\pi}\frac{d}{dn}\frac1\varepsilon
=\frac{D^2}{8\pi}\frac{(\varepsilon_b-1)\,2\beta x}{n(\varepsilon_b+x)^2} .
\label{eq:vD}
\end{equation}

\paragraph{Proposition 1 (two different maxima).} For $\beta>1/2$, $|\varepsilon'|$ has a single maximum, at $x=p$ with
\begin{equation}
p=\frac{2\beta-1}{2\beta+1} .
\end{equation}
At fixed $D$, $v_\varepsilon$ has a single maximum, at $x=\varepsilon_bp$. Its density is larger by the factor $\varepsilon_b^{1/(2\beta)}$.

\emph{Proof.} Both functions are proportional to $g=x/[n(a+x)^2]$, with $a=1$ for $|\varepsilon'|$ and $a=\varepsilon_b$ for $v_\varepsilon$. Since $d\ln x/d\ln n=2\beta$,
\begin{equation}
\frac{d\ln g}{d\ln n}=2\beta-1-\frac{4\beta x}{a+x} .
\label{eq:logslope}
\end{equation}
This decreases steadily from $2\beta-1>0$ at small $x$ to $-(2\beta+1)<0$ at large $x$, so it has one zero, and that zero is a maximum of $g$. Setting it to zero gives $(2\beta-1)(a+x)=4\beta x$, hence $(2\beta-1)a=(2\beta+1)x$ and $x=ap$. Because $n=n_0x^{1/(2\beta)}$, the ratio of the two densities is $\varepsilon_b^{1/(2\beta)}$. $\square$

In the example $p=1.6/3.6=0.444$. The permittivity is steepest at $n=3.66\times10^{-4}$ bohr$^{-3}$, where $|\varepsilon'|=1.20\times10^5$ bohr$^3$. At fixed $D$ the potential peaks at $1.975\times10^{-3}$ bohr$^{-3}$, larger by $80^{1/2.6}=5.4$. Numerical maximization was used as a test of both positions.

This explains the opening observation. At $n=n_0$ we have $x=1$ and $\varepsilon=40.5$, so the field is screened to $0.00204$ atomic units. At the actual peak $\varepsilon=2.02$ and the field is $0.0776$. In hartree,
\begin{align}
v_\varepsilon(n_0)&=\frac{1.027\times10^5\,(0.002035)^2}{8\pi}=0.0169,\\
v_\varepsilon({\rm peak})&=\frac{989.8\,(0.07762)^2}{8\pi}=0.237 .
\end{align}
From the surface to the peak, $|\varepsilon'|$ falls by a factor of $104$, but the squared field grows by a factor of about $1450$.

The actual peak lies at $r=2.74$ bohr, where $n=2.65\times10^{-3}$ bohr$^{-3}$. This is denser than the fixed-$D$ value because $D$ varies with $r$. Setting the radial derivative of $\ln v_\varepsilon$ to zero, with $d\ln n/dr=-\kappa$, gives
\begin{equation}
\frac{2}{D}\frac{dD}{dr}-\kappa\left[2\beta-1-\frac{4\beta x}{\varepsilon_b+x}\right]=0 .
\end{equation}
Here $D$ decreases outward, so the bracket must be negative, which by (\ref{eq:logslope}) means a density above the fixed-$D$ maximum.

\paragraph{Remark 4 (what sets the height).} Put $x=\varepsilon_bp$ in (\ref{eq:vD}) and use $1+p=4\beta/(2\beta+1)$. Then $p/(1+p)^2=(4\beta^2-1)/(16\beta^2)$, and the maximum at fixed $D$ is
\begin{equation}
v_\varepsilon^{\max}=\frac{4\beta^2-1}{8\beta}
\left(1-\frac1{\varepsilon_b}\right)\frac{D^2}{8\pi n_*},\qquad
n_*=n_0(\varepsilon_bp)^{1/(2\beta)} .
\label{eq:height}
\end{equation}
Apart from a number, this is an electrostatic energy density divided by an electron density. At given $D$, $\varepsilon_b$ and $\beta$, the height is inversely proportional to $n_0$. Lowering $n_0$ also moves the shell outward, where $D$ is in general different, so the actual peak need not rise.

For a neutral spherical solute, $Q(r)$ is the number of electrons outside $r$. In the shell it is small, and so is $v_\varepsilon$: with core charge $2$ and the same density and switch, the peak is $0.007$ hartree. This rests on spherical symmetry and does not carry over to neutral polar solutes; a point dipole of $0.7$ atomic units alone, at the centre of the same permittivity profile, gives about $0.1$ hartree on its axis. With a net charge $Q_{\rm net}$, outside the core $Q(r)=Q_{\rm net}+N_{\rm out}(r)$, where $N_{\rm out}$ is the number of electrons outside $r$. A positive net charge makes $D^2$ larger than $N_{\rm out}^2/r^4$; a negative one does so only where $|Q_{\rm net}|>2N_{\rm out}$. The potential is repulsive in both cases.

\paragraph{Remark 5 (fields along the surface).} The first form of (\ref{eq:vD}) holds for any direction of the field if $D$ stands for $\varepsilon|\mathbf F|$, but without spherical symmetry $D$ is in general no longer $Q(r)/r^2$. With the tangential field $F_t$ and the normal displacement $D_n$, equation (\ref{eq:recall}) reads
\begin{equation}
v_\varepsilon=-\frac{\varepsilon'}{8\pi}\left(F_t^2+\frac{D_n^2}{\varepsilon^2}\right) .
\end{equation}
The tangential part has no explicit factor $1/\varepsilon^2$. It follows $|\varepsilon'|$ itself only if $F_t$ is nearly constant across the shell. This is a strong condition when $\varepsilon_b$ is large: because $\nabla\times\mathbf F=0$, a normal field $D_n/\varepsilon$ that varies along the shell makes $F_t$ vary across it, and on the inner side this normal field is only weakly screened. The position of the largest tangential part therefore depends on the field as well as on the switch. With the largest slope of the example, $F_t=10^{-3}$ atomic units would contribute $1.195\times10^5\times10^{-6}/(8\pi)=0.0048$ hartree. The spherical example does not probe this part.

\subsection{Errors of the field}

\paragraph{Proposition 2.} If the computed field is $\mathbf F+\delta\mathbf F$ and the density is correct, the error of the potential is
\begin{equation}
\delta v_\varepsilon=-\frac{\varepsilon'}{4\pi}\mathbf F\cdot\delta\mathbf F
-\frac{\varepsilon'}{8\pi}|\delta\mathbf F|^2 .
\label{eq:fielderror}
\end{equation}

\emph{Proof.} Expand $|\mathbf F+\delta\mathbf F|^2-|\mathbf F|^2=2\mathbf F\cdot\delta\mathbf F+|\delta\mathbf F|^2$ in (\ref{eq:recall}). $\square$

The correct potential on the low-density side is moderate because a large slope multiplies the square of a strongly screened field. A numerical error of the field need not be screened in the same proportion. For a parallel error of $10^{-3}$ atomic units at $n=n_0$, the two terms are
\begin{align}
\frac{1.027\times10^5\times0.002035\times10^{-3}}{4\pi}&=0.0166,\\
\frac{1.027\times10^5\times10^{-6}}{8\pi}&=0.0041
\end{align}
hartree. They raise $v_\varepsilon$ from $0.0169$ to $0.0376$ hartree. At the peak the same field error gives, to first order, $989.8\times0.07762\times10^{-3}/(4\pi)=0.0061$ hartree, which is $2.6\,\%$ of the potential there. The relative change for a parallel error is $2\,\delta F/F+(\delta F/F)^2$ and does not contain $\varepsilon'$; the value $10^{-3}$ is half the field at $n_0$ and $1.3\,\%$ of it at the peak. An equal error at both points is an illustration only. The central-difference errors treated next are not equal: for $h=0.1$ bohr they are $6\times10^{-5}$ at $n_0$ and $8\times10^{-4}$ at the peak, and for $h=0.3$ bohr the error at $n_0$ is $6\times10^{-4}$.

\paragraph{Proposition 3 (central differences).} For a smooth radial field, a central difference of $\phi$ over the points $r\pm h$ gives $v_\varepsilon$ with the relative error
\begin{equation}
\frac{\delta v_\varepsilon}{v_\varepsilon}=\frac{h^2}{3}\frac{F''}{F}+O(h^4),
\label{eq:griderror}
\end{equation}
where primes on $F$ denote radial derivatives.

\emph{Proof.} Since $F=-d\phi/dr$, the difference quotient is an average of the field:
\begin{equation}
F_h(r)=-\frac{\phi(r+h)-\phi(r-h)}{2h}
=\frac1{2h}\int_{-h}^{h}F(r+s)\,ds .
\end{equation}
In the Taylor series of $F(r+s)$ the odd powers integrate to zero, and $\int_{-h}^{h}s^2ds/(4h)=h^2/6$. Thus $F_h=F+h^2F''/6+O(h^4)$. Squaring doubles the relative error, which gives (\ref{eq:griderror}). $\square$

The length that the grid must resolve is that of the switch, not that of the density. Since $n\propto e^{-\kappa r}$, we have $x\propto e^{-kr}$ with $k=2\beta\kappa$, and the switching length is $1/k=0.192$ bohr. To find the curvature, write $1/\varepsilon=1-(\varepsilon_b-1)/(\varepsilon_b+x)$ and differentiate twice with respect to $\ln x$:
\begin{align}
\frac{d(1/\varepsilon)}{d\ln x}&=\frac{(\varepsilon_b-1)x}{(\varepsilon_b+x)^2},\\
\frac{d^2(1/\varepsilon)}{d(\ln x)^2}&=\frac{(\varepsilon_b-1)x(\varepsilon_b-x)}{(\varepsilon_b+x)^3} .
\end{align}
Multiplying the second line by $k^2$ and dividing by $1/\varepsilon=(1+x)/(\varepsilon_b+x)$ gives the part of $F''/F$ that comes from the switch alone:
\begin{equation}
\left.\frac{F''}{F}\right|_{\rm switch}
=k^2\,\frac{(\varepsilon_b-1)x(\varepsilon_b-x)}{(1+x)(\varepsilon_b+x)^2} .
\label{eq:curvature}
\end{equation}
At $n=n_0$ the fraction is $79^2/(2\times81^2)=0.476$, and with $k=5.2$ bohr$^{-1}$ the result is $12.9$ bohr$^{-2}$. For $h=0.05$ bohr the corresponding error is $(0.05)^2\times12.9/3=1.1\,\%$. The full leading term, which includes the variation of $D$, is $1.40\,\%$, and the actual error is $1.41\,\%$. Most of the error thus comes from the switch.

The following errors were found by applying the central difference to an accurately integrated potential, with every position of the grid points allowed. They contain no error from solving the Poisson equation.

\begin{center}
\begin{tabular}{cccc}
$h$ (bohr) & largest error (hartree) & relative to peak & error at $n_0$\\
0.30 & 0.105 & 44 \% & 66 \%\\
0.20 & 0.044 & 19 \% & 25 \%\\
0.10 & 0.011 & 4.6 \% & 5.8 \%\\
0.05 & 0.0027 & 1.1 \% & 1.4 \%
\end{tabular}
\end{center}

The last column is relative to the local value of $v_\varepsilon$. Halving $h$ from $0.10$ to $0.05$ bohr reduces the errors by about four, as (\ref{eq:griderror}) requires. At $h=0.30$ bohr the leading term would give $36\times1.40=50\,\%$ at $n_0$ instead of $66\,\%$: the spacing exceeds the switching length, and the higher orders matter.

The largest absolute error lies at densities of $1.5$ to $1.7\times10^{-3}$ bohr$^{-3}$, outside the peak of $v_\varepsilon$. Equation (\ref{eq:curvature}) shows why, as far as the switch part is concerned. This part vanishes at $x=\varepsilon_b$, and the peak is close to that point: inverting $\varepsilon=(\varepsilon_b+x)/(1+x)$ gives
\begin{equation}
x=\frac{\varepsilon_b-\varepsilon}{\varepsilon-1}=\frac{77.98}{1.022}=76.3 .
\label{eq:xpeak}
\end{equation}
Near the peak $v_\varepsilon$ is stationary while the switch part grows in size in both directions, but unequally. For $x>\varepsilon_b$ the fraction in (\ref{eq:curvature}) is negative. Since $x/(1+x)<1$ and $(x-\varepsilon_b)/(x+\varepsilon_b)^2$ has its maximum $1/(8\varepsilon_b)$ at $x=3\varepsilon_b$, the size of the fraction stays below $(\varepsilon_b-1)/(8\varepsilon_b)=0.123$. On the outer side, at $n=1.66\times10^{-3}$ bohr$^{-3}$, $x=22.6$ and the fraction is already $0.41$. The switch part of the error is therefore larger outside the peak. The terms that contain the variation of $D$ are not small in this region: they give $6.3$ of $F''/F=6.6$ bohr$^{-2}$ at the peak and $7.5$ of $18.7$ bohr$^{-2}$ at $n=1.66\times10^{-3}$ bohr$^{-3}$. The error therefore does not vanish at the peak.

\subsection{Errors of the density}

At fixed $D$, equation (\ref{eq:logslope}) with $a=\varepsilon_b$ gives the first-order effect of a density error $\delta n$:
\begin{equation}
\delta v_\varepsilon\simeq S\,\frac{v_\varepsilon}{n}\,\delta n,\qquad
S=2\beta-1-\frac{4\beta x}{\varepsilon_b+x} .
\label{eq:densityerror}
\end{equation}
The factor $S$ lies between $-(2\beta+1)$ and $2\beta-1$, here between $-3.6$ and $1.6$. It is not large. The sensitivity comes from $1/n$: an absolute error that is negligible in the interior becomes a growing fraction of the density further out, and can be a sizeable one at the nominal surface.

At $n=n_0$, $S=1.6-5.2/81=1.54$. An error of $10^{-4}$ bohr$^{-3}$ is $20\,\%$ of $n_0$, so the first-order change is $1.54\times20\,\%=31\,\%$. Direct evaluation at fixed $D$ gives $32\,\%$. At the peak, (\ref{eq:xpeak}) gives $S=1.6-5.2\times76.3/156.3=-0.94$, and to first order the same error changes the potential by
\begin{equation}
-0.94\times\frac{0.237}{2.65\times10^{-3}}\times10^{-4}=-0.0084\ \mathrm{hartree}.
\end{equation}
An excess of density thus raises $v_\varepsilon$ where $x<\varepsilon_bp$, that is below the density of the fixed-$D$ maximum, and lowers it at higher densities, including the actual peak; this moves the shell outward. In a full calculation the density error also changes the free charge and hence $D$; (\ref{eq:densityerror}) isolates the effect of the switch.

\subsection{Potential and energy}

The shell in which $v_\varepsilon$ exceeds half its peak extends from $2.39$ to $3.10$ bohr and holds $0.18$ of the two electrons. The integral of $nv_\varepsilon$ is $0.054$ hartree, or $0.027$ hartree per electron, about one ninth of the peak. For comparison, the medium lowers the electrostatic energy of the fixed density by $0.201$ hartree. With the rest of the effective potential held fixed, an error $\delta v_\varepsilon$ shifts the sum of orbital energies by $\int n\,\delta v_\varepsilon\,d^3r$ to first order, so an error confined to the shell is weighted by the $0.18$ electrons there. In (\ref{eq:doublecount}) the last term cancels this shift, and the total energy, being stationary at the self-consistent density, changes only in second order through the altered density. This holds for an error in $v_\varepsilon$ alone. If the field error comes from an error $\eta$ in $\phi$ itself, (\ref{eq:doublecount}) equals $T_s+E_{xc}+E+\frac12\int q\eta\,d^3r$, which is of first order in $\eta$; second order is recovered only if the electrostatic energy is evaluated in the stationary form (\ref{eq:G}). With the rest of the potential again held fixed, a single orbital energy shifts by the average of $\delta v_\varepsilon$ over that orbital, which approaches the full local error for an orbital concentrated in the shell. In a self-consistent calculation the density responds in first order and changes the rest of the potential. The orbital energies and their sum then acquire a further first-order shift, which can also move orbitals that hardly reach the shell. In the total energy this further shift cancels against the changes of the other terms of (\ref{eq:doublecount}).

\paragraph{Remark 6 (a consistent discrete potential).} On a cubic grid of spacing $h$, let $i$ label the points and $f$ the links between neighbours. Let $\Delta_f\phi$ be the difference of $\phi$ along a link, and let $n_f$ be the mean of the densities at its two ends. The discrete counterpart of the stationary functional (\ref{eq:G}) is
\begin{equation}
\mathcal G_h=h^3\sum_iq_i\phi_i
-\frac{h^3}{8\pi}\sum_f\varepsilon(n_f)\left(\frac{\Delta_f\phi}{h}\right)^2 .
\end{equation}
If $\phi$ makes $\mathcal G_h$ stationary, it may be held fixed in the derivative with respect to $n_i$. Since $\partial n_f/\partial n_i=1/2$ for the links that end at $i$,
\begin{equation}
\frac1{h^3}\frac{\partial\mathcal G_h}{\partial n_i}
=-\phi_i-\frac1{16\pi}\sum_{f\ni i}\varepsilon'(n_f)\left(\frac{\Delta_f\phi}{h}\right)^2 .
\label{eq:discrete}
\end{equation}
The six links of a point form three pairs, so for slowly varying fields this tends to $-\phi-\varepsilon'|\nabla\phi|^2/(8\pi)$. Equation (\ref{eq:discrete}) is the derivative of the discrete energy at any spacing. A separately chosen difference formula for $|\nabla\phi|^2$ in general is not, and the potential and the energy then disagree by a discretization error that is largest where the switch is poorly resolved. Consistency does not make the potential exact: (\ref{eq:discrete}) is still a difference approximation to $-\phi+v_\varepsilon$, and its pointwise error depends on how $h$ compares with $1/(2\beta\kappa)$. The energy, being an integral, can be much less sensitive to the spacing than the potential in the shell.

The main computed values are collected in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
2D BOX TEST (eps_b = 5, n0 = 0.05, beta = 1.0, spacing 0.08 bohr)
dE/dlambda, re-solved, all changes: -3.0582 a.u.
dE/dlambda, formula, all changes: -3.0542 a.u.
dE/dlambda, re-solved, only eps changed: 16.3087 a.u.
dE/dlambda, formula, extra term only: 16.3127 a.u.
MODEL CATION
core charge 3 e, core width 0.5 bohr
electrons 2, kappa 2.0 1/bohr
eps_b 80, n0 5.0e-04 1/bohr^3, beta 1.3
switching length 1/(2 beta kappa): 0.1923 bohr
energy in medium minus vacuum, fixed n: -0.20073 hartree
dE/dkappa from Gauss energy: -1.471704 hartree bohr
dE/dkappa, -phi part: -1.415235 hartree bohr
dE/dkappa, v_eps part: -0.056469 hartree bohr
dE/dkappa, sum: -1.471704 hartree bohr
dE/dkappa, wrong sign: -1.358766 hartree bohr
density of largest |eps'|: 3.660e-04 1/bohr^3
largest |eps'|: 1.1954e+05 bohr^3
density of largest v_eps at fixed D: 1.975e-03 1/bohr^3
ratio of these densities: 5.395
peak v_eps: 0.23729 hartree = 6.457 eV
at peak: r 2.741 bohr, n 2.649e-03 1/bohr^3
at peak: eps 2.022, eps' -9.8978e+02 bohr^3
at peak: D 0.15693 a.u., field 0.07762 a.u.
half-height shell: 2.386 to 3.097 bohr
electrons in half-height shell: 0.1830
integral of n v_eps: 0.05377 hartree
at n = n0: r 3.5747 bohr, eps' -1.0270e+05 bohr^3
at n = n0: field 0.002035 a.u., v_eps 0.01692 hartree
field error 1e-03 a.u. at n0: v_eps becomes 0.03763 hartree
density error 1e-04 1/bohr^3 at n0, fixed D: v_eps times 1.3189
h 0.30 bohr: max error 0.10488 hartree, 44.20 % of peak
   at n 1.53e-03 1/bohr^3; error at n0 65.93 %
h 0.20 bohr: max error 0.04447 hartree, 18.74 % of peak
   at n 1.60e-03 1/bohr^3; error at n0 25.16 %
h 0.10 bohr: max error 0.01081 hartree, 4.55 % of peak
   at n 1.65e-03 1/bohr^3; error at n0 5.75 %
h 0.05 bohr: max error 0.00268 hartree, 1.13 % of peak
   at n 1.66e-03 1/bohr^3; error at n0 1.41 %
leading-order error at n0, h 0.05 bohr: 1.40 %
\end{verbatim}
